Bisection for the Fermi Energy in Semiconductors with Negative-U Defects

## What goes wrong

Suppose a defect binds its second electron more strongly than its first, with correlation energy U = −0.24 eV at 300 K. A code that describes it by one level, shifted by U times the mean occupation per spin, finds three occupations at one Fermi energy when that energy lies near the midpoint of the defect's two levels. The charge balance then has branches, and the answer can depend on the starting guess. A programmer who blames the defect may add a multi-root search that the thermal problem does not need.

The branches come from the mean-field level. If the integer charge states are weighted individually, the net charge falls strictly as the Fermi energy rises, whatever the sign of U. There is one neutral point, and bisection finds it from a bracket that can be written down in advance.

## Quantities and assumptions

Let E be the Fermi energy measured from the valence-band edge. The net charge density, in elementary charges per volume, is

ρ(E) = p − n + Σ_d N_d ⟨q⟩_d.

Here n and p are the electron and hole densities, N_d is the density of defect species d, and ⟨q⟩_d is its mean charge. Shallow dopants are included as defects. The region is uniform, in the dark and in thermal equilibrium. Temperature, defect densities, band edges and state energies do not depend on E.

A defect state i has charge q_i and degeneracy g_i. It holds q_i fewer electrons than the neutral defect, so exchange with a reservoir of electrons at energy E adds q_i E to its energy. Its statistical weight is

w_i = g_i exp[−(E_i + q_i E)/kT],

where E_i is its energy at E = 0. A transition level ε(q/q−1) is the Fermi energy at which two neighbouring charge states have equal energy, degeneracies left aside:

E_q + qε = E_{q−1} + (q−1)ε, hence ε(q/q−1) = E_{q−1} − E_q.

For charges +, 0 and −, the correlation energy is

U = ε(0/−) − ε(+/0) = E_− + E_+ − 2E_0.

One orbital with two spin states shows the origin of U and of the degeneracies. Empty, singly and doubly occupied, it has energies 0, ε₁ and 2ε₁ + U, and degeneracies 1, 2 and 1. These are the charges +, 0 and −. Negative U puts ε(0/−) below ε(+/0).

## Proof that the charge is monotonic

Write Z = Σ w_i, so that ⟨q⟩ = Σ q_i w_i/Z. Since E appears only in the exponent,

dw_i/dE = −q_i w_i/kT.

The quotient rule gives

d⟨q⟩/dE = (Σ q_i dw_i/dE)/Z − (Σ q_i w_i)(Σ dw_i/dE)/Z²
= −⟨q²⟩/kT + ⟨q⟩²/kT
= −Var(q)/kT ≤ 0.

The variance is an average of squares, (q_i − ⟨q⟩)², with positive weights. The order of the levels affects its size but cannot change its sign. Physically, raising the Fermi energy cannot lower the mean number of electrons on the defect.

For the bands, let D_c and D_v be the densities of states and f = 1/{1 + exp[(ε − E)/kT]}. Then n = ∫D_c f dε and p = ∫D_v(1 − f)dε. Because df/dE = f(1 − f)/kT,

dn/dE = ∫D_c f(1 − f)dε/kT > 0,
dp/dE = −∫D_v f(1 − f)dε/kT < 0.

So ρ is strictly decreasing even if every defect is frozen in one charge state. With Boltzmann carriers,

n = N_c exp[(E − E_c)/kT], p = N_v exp[(E_v − E)/kT],

the derivatives are n/kT and −p/kT, and

ρ′(E) = −[n + p + Σ_d N_d Var_d(q)]/kT.

The defect part of this formula was tested on 300 random six-state spectra, with charges from +2 to −2 and an extra neutral state. In 157 of them E_− + E_+ − 2E_0 was negative with the first neutral state as E_0. With the lower of the two neutral states, which sets the transition levels, U was negative in 81. Central differences of the mean charge were negative every time and differed from −Var(q)/kT by at most 2.5×10⁻⁵ per eV, against a natural scale 1/kT = 38.7 per eV.

## What negative U does change

Take g = 1, 2, 1 and let ε_m be the midpoint of the two levels, so that ε(+/0) = ε_m − U/2 and ε(0/−) = ε_m + U/2. Dividing all weights by w_+ gives

w_0/w_+ = 2 exp[(E − ε_m + U/2)/kT],
w_−/w_+ = exp[2(E − ε_m)/kT].

The neutral fraction f_0 therefore obeys

1/f_0 = 1 + (w_+ + w_−)/w_0 = 1 + exp(−U/2kT) cosh[(E − ε_m)/kT].

It rises to a maximum at ε_m and falls again. An individual charge-state population need not be monotonic; the mean charge is.

At E = ε_m the positive and negative fractions are equal, so ⟨q⟩ = 0 and

Var(q) = 1 − f_0 = 1/[1 + exp(U/2kT)],
d⟨q⟩/dE = −1/{kT[1 + exp(U/2kT)]}.

For strongly negative U this slope tends to −1/kT: the defect switches between + and − with little neutral population. At U = 0 it is −1/(2kT). For large positive U it tends to zero, because the defect stays neutral between its levels. At 300 K the slopes for U = −0.24, 0 and +0.24 eV are −38.3, −19.3 and −0.37 per eV. Negative U makes the descent steep, but does not fold it.

The mean-field fold can now be located. Let m be the mean occupation per spin and let the level be ε₁ + Um. Then

m = 1/{1 + exp[(ε₁ + Um − E)/kT]},
E(m) = ε₁ + Um + kT ln[m/(1 − m)],
dE/dm = U + kT/[m(1 − m)].

The last term is smallest at m = 1/2, where it equals 4kT. Hence E(m) turns back when U < −4kT, which is −0.103 eV at 300 K. The approximation has replaced the fluctuating integer occupation by its mean, and so has lost the weights on which the proof rests.

## A guaranteed bracket

Define the largest positive and negative charge densities the defects can supply:

Q₊ = Σ_d N_d max(q_max,d, 0),
Q₋ = Σ_d N_d max(−q_min,d, 0).

The defect charge density lies between −Q₋ and Q₊. For Boltzmann carriers let

n_i = √(N_c N_v) exp[−(E_c − E_v)/2kT],
E_int = (E_c + E_v)/2 + (kT/2) ln(N_v/N_c).

Then n = n_i e^y and p = n_i e^{−y}, with y = (E − E_int)/kT, so

p − n = −2n_i sinh y.

At y = asinh(Q₊/2n_i) the carriers contribute −Q₊, and the defects at most +Q₊, so ρ ≤ 0. At y = −asinh(Q₋/2n_i) the carriers contribute +Q₋, and the defects at least −Q₋, so ρ ≥ 0. The root lies between

E_low = E_int − kT asinh(Q₋/2n_i),
E_high = E_int + kT asinh(Q₊/2n_i).

With Fermi–Dirac carriers the monotonicity proof stands, but these endpoints are no longer guaranteed. Move each end outward until the charge has the required sign.

## Pseudocode

    mean_charge(defect, E):
        a_i = ln g_i − (E_i + q_i E)/kT
        w_i = exp(a_i − max a)
        return sum(q_i w_i) / sum(w_i)

    solve(tolerance):
        low, high = E_low, E_high
        while high − low > tolerance:
            mid = (low + high)/2
            if mid equals low or high: stop, precision exhausted
            if ρ(mid) > 0: low = mid
            else: high = mid
        return (low + high)/2

Subtracting the largest exponent multiplies all weights of a defect by one factor, which cancels in the ratio. It prevents overflow, and the sum of weights is at least one.

## Worked example

The host is n-type with E_c = 1.120 eV, N_c = 2.8×10¹⁹ cm⁻³, N_v = 2.7×10¹⁹ cm⁻³ and kT = 0.025852 eV. It contains:

- 10¹⁷ cm⁻³ donors, level 1.075 eV, charges + and 0, g = 1, 2;
- 2×10¹⁶ cm⁻³ divacancies, levels 0.20, 0.70 and 0.89 eV, charges + to 2−, g = 2, 1, 2, 1;
- 10¹⁷ cm⁻³ model defects, ε(+/0) = 0.99 eV and ε(0/−) = 0.75 eV, so U = −0.24 eV and ε_m = 0.87 eV.

The charge limits are

Q₊ = (10 + 2 + 10)×10¹⁶ = 2.2×10¹⁷ cm⁻³,
Q₋ = (2×2 + 10)×10¹⁶ = 1.4×10¹⁷ cm⁻³.

The bracket runs from 0.1360 to 0.9947 eV. The first midpoint, 0.5654 eV, has ρ = +2.00×10¹⁷ cm⁻³, so the lower end moves up. The third, 0.8874 eV, still has positive charge; the fourth, 0.9410 eV, has negative charge. After 33 halvings E = 0.8920 eV, which is 0.2280 eV below the conduction edge.

The charges at the root, in units of 10¹⁶ cm⁻³, are

donors + divacancies + model defects = 9.983 − 2.701 − 6.868 = 0.414.

This balances n = 4.14×10¹⁵ cm⁻³; the hole density, 2.8×10⁴ cm⁻³, is negligible. The model defect is 84.0% negative, 15.3% positive and 0.7% neutral. Its weight ratio reproduces the Fermi energy:

E = ε_m + (kT/2) ln(f_−/f_+)
= 0.870 + 0.012926 ln(0.83996/0.15313) = 0.892 eV.

Uniqueness was also tested without bisection. With x = exp(E/kT), multiplying ρ = 0 by x and by every Z, after clearing negative powers of x, gives a polynomial of degree eight. An exact Sturm count finds one positive root, and it coincides with the bisection result.

The slope shows which species controls the answer. In units of 10¹⁶ cm⁻³,

n + Σ N_d Var_d = 0.414 + 0.017 + 0.456 + 5.214 = 6.10,

where the terms are electrons, donors, divacancies and model defects. Dividing by kT gives |ρ′| = 2.36×10¹⁸ cm⁻³ per eV, of which the model defect supplies 85%.

Now raise the donor density from 3×10¹⁶ to 1.3×10¹⁷ cm⁻³, all else fixed. The Fermi energy moves by 39 meV. If U is changed to +0.24 eV at the same midpoint, it moves by 80 meV. Near ε_m the negative-U defect absorbs donor electrons by switching from + to −, while its twin has a small charge variance there. This buffering weakens once most defects are negative, while the twin's Fermi energy climbs to about 0.96 eV, where free electrons buffer it. Between 1.0×10¹⁷ and 1.3×10¹⁷ donors per cm³ the sum n + Σ N_d Var_d falls from 6.1 to 3.1×10¹⁶ cm⁻³ with negative U and rises from 6.4 to 9.1×10¹⁶ cm⁻³ with positive U, so the comparison reverses: from 1.0×10¹⁷ to 1.3×10¹⁷ cm⁻³ the Fermi energy moves by 18 meV with negative U and by 10 meV with positive U.

## Cost and choice of iteration

For initial width W and tolerance τ, the number of halvings is ⌈log₂(W/τ)⌉. Here W = 0.8587 eV and τ = 10⁻¹⁰ eV give 33. Each charge evaluation costs one exponential per defect state and two for the carriers: eleven in this example, or 363 for the whole solution. The returned midpoint is within τ/2 of the root, apart from rounding.

Unprotected Newton iteration can fail on the same monotonic function. At the first midpoint the donors and model defects supply almost 2×10¹⁷ cm⁻³, and the printed charge is lower by 2.2×10¹⁴ cm⁻³ because a few divacancies are negative. For such a rare change of one charge unit, N_d Var(q) is nearly that same density. The slope is therefore about 2.2×10¹⁴/0.0259 = 8.5×10¹⁵ cm⁻³ per eV, and the Newton step is about 2×10¹⁷/8.5×10¹⁵ ≈ 24 eV. At that energy the electron density overflows in double precision. Even without overflow, the exponential would let Newton return by only about kT per step, so some 900 steps would be needed. A Newton step should be accepted only if it stays inside the current bracket; otherwise, halve.

## Loss of sign by rounding

Strict monotonicity holds for real numbers, not for their rounded sums. Consider a 3 eV gap at 300 K with N_c = N_v = 10¹⁹ cm⁻³, 10¹⁷ cm⁻³ donors at 2.95 eV and equally many acceptors at 0.05 eV, with mirror-symmetric degeneracies. By symmetry the root is 1.5 eV. In double precision, if p − n is computed first and the two dopant charges are then added one at a time, the computed charge is zero from 1.078 to 1.922 eV. Bisection returns 1.077 eV, because a computed zero moves the upper end down.

The plateau edge follows from the number format. Near 10¹⁷ the spacing of doubles is 16, so a carrier density below 8 cm⁻³ disappears when added to the dopant charge. The electron density reaches 8 cm⁻³ at

E = 3 − kT ln(10¹⁹/8) = 1.923 eV.

With 50-digit arithmetic the charge is positive at 1.499 eV and negative at 1.501 eV, as it should be. A useful warning in double precision is the estimate

δE ≈ 2⁻⁵³ S/|ρ′|,

where S is the sum of the magnitudes of all charge terms. It is a warning, not a bound. It leaves out the rounding of E itself and of the exponents: in the worked example it gives about 10⁻¹⁷ eV, below the spacing 1.1×10⁻¹⁶ eV of doubles near 0.89 eV, and the actual error can be ten or more times larger. It is also linear in the slope: at the returned point 1.077 eV of the 3 eV example it gives 0.06 eV, while the error is 0.42 eV. If δE exceeds the tolerance, change the order of summation or use more digits. In this example the two dopant charges cancel exactly near the root, so adding them to each other first and the carriers last restores 1.500 eV in double precision. This order is not always enough, because a small density of neutral dopants is lost when an ionized fraction rounds to one. In that case write each donor charge as N_d minus the neutral donor density, and each acceptor charge as −N_d plus the neutral acceptor density. Add the full charges ±N_d first and the small densities afterwards, or use more digits. A small residual alone is no proof of accuracy: with the carriers added first it is zero while the energy is wrong by 0.42 eV.

## When the theorem does not apply

If the state energies depend on E, differentiation of the weights gives

d⟨q⟩/dE = −Cov(q_i, q_i + dE_i/dE)/kT.

A covariance can have either sign, so uniqueness is no longer guaranteed. Level shifts that depend on mean occupation or on screening belong to this class.

Defect densities may instead follow E during growth. In the dilute limit, with N_s sites, formation energies F_q at E = 0 and fixed atomic chemical potentials,

c_q = N_s g_q exp[−(F_q + qE)/kT],
d(Σ q c_q)/dE = −Σ q² c_q/kT ≤ 0.

Monotonicity survives, but Q₊ and Q₋ are not fixed. With Boltzmann carriers a bracket still follows from the defect charge density Q₀ at E_int, where n = p. The root lies between E_int and E_int + kT asinh(Q₀/2n_i): at the second end the carriers contribute −Q₀, while the falling defect charge is at most Q₀ if Q₀ > 0 and at least Q₀ if Q₀ < 0. If site exclusion matters, count the perfect site as another state of charge zero and use N_s as the fixed density; the original proof and bracket then apply.

## Relation to a silicon waveguide

The host parameters and divacancy levels are rough values for silicon, in the regime of an ion-implanted waveguide. The deep-defect densities are far above those of good device-grade silicon, and the negative-U defect is a model, not an identified centre. Raising its two levels by 20 meV moves E by 17 meV, so quoting E more finely than about 0.01 eV has little meaning for a real sample. At 350 K, with a gap drift of −0.27 meV/K, band densities scaling as T^1.5 and deep levels fixed to the valence edge, E falls by 5 meV. Carrier degeneracy shifts it by about 10⁻⁴ meV. A continuum screening estimate of Coulomb shifts gives −1 meV, but the screening length and mean defect spacing are both 17 nm, so this is an order of magnitude at best. A negative surface charge of 10¹¹ cm⁻² bends the bands by 22 meV at the surface, and a positive one of the same size, the usual sign at an oxide on silicon, by 31 meV the other way; neutrality describes the interior, several screening lengths away.

A waveguide carrying light also breaks the assumption of darkness. For 1 mW at 1550 nm in 0.1 µm², absorption of 1 cm⁻¹ and a lifetime of 1 ns, one carrier per absorbed photon gives 7.8×10¹⁵ cm⁻³, or 1.9 times n. If all were electrons released by defects, n would grow by the factor 2.89 and the electron quasi-Fermi energy would rise by kT ln(2.89) ≈ 27 meV. The total defect charge would then rise by the same density as n, so an illuminated device needs capture and emission rate equations. The dark solution supplies their equilibrium reference, not their steady state. The main values are repeated in the numerical output below; the remaining parameters are in the program.

Computed results

```
kT at 300 K: 0.025852 eV
gap: 1.120 eV; Nc: 2.80e+19, Nv: 2.70e+19 cm^-3
donors: 1.00e+17 cm^-3, level 1.075 eV
divacancies: 2.00e+16 cm^-3, levels (eV): [0.2  0.7  0.89]
model defects: 1.00e+17 cm^-3, levels (eV): [0.99 0.75]
U: -0.240 eV; level midpoint: 0.870 eV
midpoint slope of <q>, U=-0.24 eV: -38.3124 per eV
midpoint slope of <q>, U=+0.00 eV: -19.3409 per eV
midpoint slope of <q>, U=+0.24 eV: -0.3693 per eV
1/kT: 38.6817 per eV
random spectra with negative U: 157 of 300
largest slope error: 2.5e-05 per eV
mean-field solutions at midpoint: 3; 4kT: 0.1034 eV
bracket: 0.136032 to 0.994713 eV
halving 1: E = 0.565372 eV, rho = +1.9978e+17 cm^-3
halving 2: E = 0.780042 eV, rho = +1.8000e+17 cm^-3
halving 3: E = 0.887378 eV, rho = +1.1993e+16 cm^-3
halving 4: E = 0.941045 eV, rho = -6.3422e+16 cm^-3
halving 5: E = 0.914211 eV, rho = -3.4731e+16 cm^-3
halving 6: E = 0.900794 eV, rho = -1.7331e+16 cm^-3
halvings: 33 for tolerance 1e-10 eV
Fermi energy: 0.892001 eV
below conduction edge: 0.227999 eV
n: 4.1394e+15 cm^-3; p: 2.7952e+04 cm^-3
donor fractions, charge +1 downward: 0.99832 0.00168
  <q> = +0.99832, variance 0.00168, charge +9.9832e+16 cm^-3
divacancy fractions, charge +1 downward: 0.00000 0.00019 0.64913 0.35068
  <q> = -1.35049, variance 0.22803, charge -2.7010e+16 cm^-3
model defect fractions, charge +1 downward: 0.15313 0.00691 0.83996
  <q> = -0.68683, variance 0.52136, charge -6.8683e+16 cm^-3
net charge at root: +1.9e+07 cm^-3
slope of rho: -2.3597e+18 cm^-3 per eV
peak neutral fraction of model defect: 0.00955
polynomial degree: 8; positive roots: 1
donors 3.0e+16 cm^-3: E = 0.8711 eV (U<0), 0.8862 eV (U>0)
donors 6.0e+16 cm^-3: E = 0.8788 eV (U<0), 0.9327 eV (U>0)
donors 1.0e+17 cm^-3: E = 0.8920 eV (U<0), 0.9559 eV (U>0)
donors 1.3e+17 cm^-3: E = 0.9099 eV (U<0), 0.9658 eV (U>0)
spread: 38.8 meV (U<0), 79.6 meV (U>0)
3 eV gap, computed zeros: 1.078 to 1.922 eV
3 eV gap, bisection: 1.077 eV; true root 1.5 eV
degeneracy: n changes by -5.2e-05 (relative), E by 9.2e-05 meV
screening length: 16.55 nm; defect spacing: 16.57 nm
Coulomb energy: 3.72 meV; E shifts by -1.12 meV
at 350 K: E = 0.8866 eV, shift -5.43 meV
model levels up 20 meV: E shifts +16.77 meV
surface charge 1e+11 cm^-2: bending 22.4 meV
light: 1 mW, 0.1 um^2, 1 cm^-1, 1 ns, 1550 nm
carriers from light: 7.80e+15 cm^-3, 1.89 times n
```
